# When does parabolic oxidation slow to 1 nm/s?

**Question**

I have an oxide scale that follows \(x^2=2kt\) with \(k=10^{-10}\ \mathrm{cm^2/s}\). I need the thickness and the time at which oxidation has slowed to 1 nm/s.

I set \(x/t=1\) nm/s, combined it with the growth law and got 20 µm after 20 000 s. A friend differentiated the law instead and got 5 µm after 2500 s, but wrote it as \(x^2=kt\) with the same number for \(k\). Which of us is right, if either?

The numbers are meant to resemble iron in a furnace near 600 °C. I would also like to know what happens if the metal already carries some oxide, if the surface reaction is not infinitely fast, or if the furnace is 10 K off. Does each of these change the thickness, the time, or both?

**Answer**

Neither of you. You used the average rate where the instantaneous rate is needed, and your friend used the right rate with a different growth law. It helps to start from where the law comes from, because your other questions then become small changes to one equation.

**The growth equation**

Take a flat, dense scale of thickness \(x\) that sticks to the metal, at constant temperature. Metal atoms diffuse outward through it and form new oxide at the outer surface. Let \(y\) be the position in the scale, \(c(y)\) the concentration of the diffusing metal and \(D(c)\) its diffusion coefficient. If the concentration profile adjusts quickly compared with the growth, the flux \(J\) is the same at every depth:

\[
J=-D(c)\,\frac{dc}{dy}.
\]

Integrate from the metal side, where \(c=c_m\), to the outer surface, where \(c=c_s<c_m\). Since \(J\) does not depend on \(y\), the left side gives \(Jx\). Exchanging the limits on the right removes the minus sign:

\[
Jx=\int_{c_s}^{c_m}D(c)\,dc .
\]

The two end concentrations are set by equilibrium with the metal and with the gas, so the right side is a constant. If each arriving atom creates an oxide volume \(\Omega\), the thickness grows at the rate \(\Omega J\), and

\[
\frac{dx}{dt}=\frac{k}{x},\qquad k=\Omega\int_{c_s}^{c_m}D(c)\,dc .
\]

A thicker scale has a weaker concentration gradient, so it grows more slowly. To recover your law, multiply by \(x\,dt\) and integrate from \(x=0\) at \(t=0\):

\[
\int_0^x x'\,dx'=k\int_0^t dt'
\quad\Rightarrow\quad \frac{x^2}{2}=kt
\quad\Rightarrow\quad x^2=2kt .
\]

The 2 comes from the integral of \(x'\). With this convention \(k\) is the product of thickness and growth rate, with no extra factor.

**Thickness and time**

"Slowed to 1 nm/s" is a statement about the rate at that moment, so set \(dx/dt=v\) with \(v=1\) nm/s. The growth equation gives the thickness directly, and the integrated law then gives the time:

\[
x_*=\frac{k}{v},\qquad
t_*=\frac{x_*^2}{2k}=\frac{k}{2v^2}.
\]

Convert the rate before inserting numbers. Since 1 cm is \(10^7\) nm, \(v=10^{-7}\) cm/s, and

\[
x_*=\frac{10^{-10}\ \mathrm{cm^2/s}}{10^{-7}\ \mathrm{cm/s}}
=10^{-3}\ \mathrm{cm}=10\ \mathrm{\mu m},
\]

\[
t_*=\frac{(10^{-3}\ \mathrm{cm})^2}{2\times10^{-10}\ \mathrm{cm^2/s}}
=5000\ \mathrm{s}\approx 83\ \mathrm{min}.
\]

**What went wrong in the two attempts**

The average rate from the start to time \(t_*\) is

\[
\frac{x_*}{t_*}=\frac{k/v}{k/(2v^2)}=2v=2\ \mathrm{nm/s}.
\]

The average is twice the current rate because it includes the fast early growth. By waiting for the average to reach 1 nm/s, you waited too long. Three points on the curve show this:

- At 1250 s the scale is 5 µm thick and grows at 2 nm/s.
- At 5000 s it is 10 µm thick and grows at 1 nm/s.
- At 20 000 s it is 20 µm thick and grows at 0.5 nm/s.

Your answer is the third point. The average there is indeed 1 nm/s, but the growth rate has already dropped to half of that. The list also shows the scaling: halving the target rate doubles the thickness and quadruples the time.

Your friend's law is \(x^2=Kt\). Differentiating gives \(2x\,dx/dt=K\), so the target rate is reached at

\[
x=\frac{K}{2v},\qquad t=\frac{x^2}{K}=\frac{K}{4v^2}.
\]

With \(K=10^{-10}\ \mathrm{cm^2/s}\) these are 5 µm and 2500 s. The calculus is right, but your law corresponds to \(K=2k=2\times10^{-10}\ \mathrm{cm^2/s}\), which restores 10 µm and 5000 s. When you take a parabolic constant from a table, find out which equation defines it.

**If the metal already carries oxide**

Suppose the scale has thickness \(x_0<x_*\) at \(t=0\) and the old oxide has the same transport properties as the new. The growth equation is unchanged; the lower limit of the integral moves:

\[
\int_{x_0}^{x}x'\,dx'=kt
\quad\Rightarrow\quad x^2=x_0^2+2kt .
\]

The rate depends on the present thickness alone, so 1 nm/s is still reached at \(x_*=k/v\). It is reached sooner:

\[
t=\frac{x_*^2-x_0^2}{2k}=t_*\left[1-\left(\frac{x_0}{x_*}\right)^2\right].
\]

For \(x_0=1\) µm the ratio \(x_0/x_*\) is 0.1, so the time falls by 1 %, from 5000 s to 4950 s. A starting film of one tenth of the final thickness hardly matters, because growing that film would have taken one hundredth of the time.

**If the surface reaction has a finite speed**

The parabolic law predicts an infinite rate at \(x=0\). In reality some other step limits the earliest growth. Let \(a\) be the largest growth rate that the surface reaction allows, and assume that this reaction responds linearly to its driving force.

The total concentration difference is now shared. A fraction \(\varphi\) drives diffusion through the scale, and the remaining \(1-\varphi\) drives the surface reaction. For constant \(D\) the two steps obey

\[
\frac{dx}{dt}=\varphi\,\frac{k}{x},\qquad
\frac{dx}{dt}=(1-\varphi)\,a .
\]

Both rates must be equal, since every atom passes through both steps. Solve the first equation for \(\varphi\), the second for \(1-\varphi\), and add:

\[
1=\frac{dx}{dt}\left(\frac{x}{k}+\frac1a\right)
\quad\Rightarrow\quad
\frac{1}{dx/dt}=\frac1a+\frac{x}{k}.
\]

The two steps act like resistances in series. Set \(dx/dt=v\) and define \(r=v/a\), with \(r<1\):

\[
x=k\left(\frac1v-\frac1a\right)=x_*(1-r).
\]

For the time, integrate \(dt=(1/a+x/k)\,dx\) from zero thickness:

\[
t=\frac{x}{a}+\frac{x^2}{2k}.
\]

In the first term, \(x_*/a=k/(va)=rk/v^2=2r\,t_*\). In the second, \(x_*^2/(2k)=t_*\). Therefore

\[
t=t_*\left[2r(1-r)+(1-r)^2\right]
=t_*(1-r)(1+r)=t_*(1-r^2).
\]

As an example, choose \(a=10\) nm/s, so \(r=0.1\). The thickness drops by 10 % to 9 µm, while the time drops by 1 % to 4950 s. Two effects compete in the time. The scale has less thickness to build, which changes the time by \(-2r\) to first order, but it builds each layer more slowly, which contributes \(+2r\). What remains is the small term \(-r^2\).

For \(a\to\infty\) the original answer returns. For \(a<v\) the question has no solution: growth starts below 1 nm/s and slows further.

**If the furnace temperature is off**

Here \(k\) itself changes. Replace \(k\) by \(fk\), where \(f\) is a constant factor, and keep the target rate fixed:

\[
x=\frac{fk}{v}=f\,x_*,\qquad t=\frac{fk}{2v^2}=f\,t_* .
\]

Both answers change by the full factor. This differs from comparing two scales after the same time, where \(x=\sqrt{2fkt}\) changes by \(\sqrt f\).

For thermally activated transport with activation energy \(E\), a furnace that runs at \(T+\delta\) instead of \(T\) gives

\[
f=\exp\left[-\frac{E}{k_B}\left(\frac{1}{T+\delta}-\frac1T\right)\right],
\]

where \(k_B\) is Boltzmann's constant. Take \(T=873\) K and \(E=1.75\) eV, a rough value for iron oxidation well above 600 °C. Suppose that \(10^{-10}\ \mathrm{cm^2/s}\) is the value at 873 K, and that the whole run takes place at the shifted temperature:

- At 10 K too hot, \(f=1.30\). The target rate is reached at 13.0 µm after about 6500 s.
- At 10 K too cold, \(f=0.76\). It is reached at 7.6 µm after about 3800 s.

So with this single activation energy a 10 K error moves both answers by roughly a quarter to a third. For iron near 600 °C the shift can be larger, for a reason given in the last section. The hotter scale takes longer to slow down because it must become thicker before diffusion through it is equally slow.

**Does the scale's own iron content spoil the law?**

The derivation assumed the same flux at every depth. That cannot be strictly true: as the scale thickens, some of the iron leaving the metal stays behind to fill the growing concentration profile. For constant \(D\) this can be solved without the assumption.

Measure \(y\) from the metal–oxide interface, in a frame fixed to the oxygen lattice. Iron moves outward and new oxide forms at \(y=X(t)\), so \(X\) is the scale thickness. Define

\[
u=\frac{c-c_s}{c_s},\qquad S=\frac{c_m-c_s}{c_s}.
\]

Thus \(u=S\) at \(y=0\) and \(u=0\) at \(y=X\). Inside the scale \(u\) obeys the diffusion equation. At the outer surface, the iron arriving in a time \(dt\) fills a new layer \(dX\) at concentration \(c_s\):

\[
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial y^2},\qquad
\frac{dX}{dt}=-D\left.\frac{\partial u}{\partial y}\right|_{y=X}.
\]

No length is given in the problem except \(\sqrt{Dt}\), so try \(u=g(\eta)\) with \(\eta=y/(2\sqrt{Dt})\), and \(X=2\lambda\sqrt{Dt}\) with a constant \(\lambda\). The chain rule gives

\[
\frac{\partial u}{\partial t}=-\frac{\eta}{2t}\,g',\qquad
D\frac{\partial^2u}{\partial y^2}=\frac{1}{4t}\,g'' .
\]

Equating them yields \(g''=-2\eta g'\), hence \(g'=-Ae^{-\eta^2}\) with a constant \(A\). Integrating from \(g(0)=S\),

\[
g=S-\frac{\sqrt\pi}{2}A\,\mathrm{erf}(\eta).
\]

The condition \(g(\lambda)=0\) fixes \(A=2S/(\sqrt\pi\,\mathrm{erf}\,\lambda)\). In the surface balance, the left side is \(\lambda\sqrt{D/t}\) and the right side is \(\tfrac12Ae^{-\lambda^2}\sqrt{D/t}\). The time cancels, which confirms the trial form, and leaves

\[
\sqrt\pi\,\lambda\,e^{\lambda^2}\,\mathrm{erf}(\lambda)=S .
\]

The law therefore stays parabolic: \(X^2=4\lambda^2Dt=2kt\) with \(k=2\lambda^2D\). Storage changes how \(k\) is related to \(D\). For small \(\lambda\), use \(e^{\lambda^2}\approx1+\lambda^2\) and \(\mathrm{erf}\,\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)\):

\[
S\approx2\lambda^2\left(1+\tfrac23\lambda^2\right).
\]

To lowest order \(\lambda^2=S/2\). Using this in the small correction gives

\[
k=2\lambda^2D\approx DS\left(1-\frac S3\right).
\]

The leading term \(DS\) is the earlier formula for constant \(D\), with \(\Omega=1/c_s\). For an illustrative composition range \(S=0.05\), solving the equation for \(\lambda\) numerically gives \(\lambda=0.1568\) and \(k/(DS)=0.984\); the small-\(S\) formula gives 0.983. Storage lowers \(k\) by about 1.6 % relative to \(DS\). If you are given \(k\), as here, that reduction is already included and your answer does not move. If you want \(D\), this model gives about \(2.0\times10^{-9}\ \mathrm{cm^2/s}\) for the chosen \(S\). Since \(D\approx k/S\), a narrower range, as expected for wustite close to its lower stability limit, gives a proportionally larger \(D\).

**How far to trust this for iron**

Your \(k\) has the rough size expected for iron near 600 °C, but treat it as a given number, not as a prediction for your sample. Wustite, the iron oxide close to FeO, is stable next to iron only above roughly 570 °C. A 10 K error leaves you above that limit, but not far above it. The composition range \(S\) of wustite shrinks to zero at the limit, and \(k\approx DS\) for that layer. If \(S\) grows roughly linearly from 570 °C, a 10 K shift at 600 °C changes it by about a third, on top of the change in \(D\). The factors 1.30 and 0.76 then understate the effect when wustite makes up much of the scale. A much colder furnace would grow a different scale, and the temperature formula above should not be carried across. Even at 600 °C a scale grown in air contains layers of wustite, magnetite and hematite. A single \(k\) can describe such a scale as a whole once the layers keep fixed thickness ratios, and the single-layer value of \(D\) above is only illustrative.

The assumption I would worry about most is a dense scale in full contact with the metal. As a crude estimate, suppose that 70 % of the area carries flux from the start, that this flux runs straight through the scale, and that the arriving iron spreads evenly over the whole outer surface, so that the thickness stays uniform. The growth rate is then \(0.7\,k/x\), so \(f=0.7\), and the target rate is reached at 7 µm after 3500 s. Read this as a lower limit for 70 % contact. Iron also diffuses sideways inside the scale, so gaps that are small compared with the thickness reduce the flux only slightly. Gaps much wider than the thickness bring the mean flux close to 0.7, but then the scale does not stay uniform. Cracks can act the other way by giving gas a short path to the metal. If grain boundaries carry much of the flux and the grains coarsen, \(k\) drifts with time. The growth equation then integrates to

\[
x^2=2\int_0^t k(t')\,dt',
\]

which is no longer a parabola with one constant. The local condition \(x=k(t)/v\) still holds, but you need the current \(k\), not an average over the run.

You also need enough metal. The depth of iron consumed is the scale thickness divided by the oxide-to-metal volume ratio per iron atom. With molar masses of 55.845 g/mol for Fe and 15.999 g/mol for O, and rough densities of 7.87 g/cm³ for iron and 5.7 g/cm³ for wustite taken as FeO,

\[
\frac{(55.845+15.999)/5.7}{55.845/7.87}=1.78,
\]

so 10 µm of oxide uses up 5.6 µm of iron. If the scale were all magnetite, Fe₃O₄, with a density of about 5.2 g/cm³, the ratio would be 2.09 and the depth 4.8 µm. For a sheet oxidising on both faces, count this loss twice. A foil thinner than about 10 µm could run out of iron before or near the time you are asking about.

For the problem as you stated it, use 10 µm and 5000 s. For a real furnace run, the temperature and the condition of the scale matter far more than a thin starting oxide. A surface reaction shows up mainly in the thickness as long as its limit \(a\) is well above the target rate; as \(a\) approaches 1 nm/s, both thickness and time fall strongly.

Numerical values quoted here were computed with a short program.
